\section*{The linear-rotor partition function and its even and odd halves}

\section{What the integral misses}

A linear molecule with rotational constant $B$ can be assigned the approximate rotational partition function $kT/B$, obtained by replacing the sum over levels by an integral. For a rotor with moment of inertia $2.0\times10^{-47}\ \mathrm{kg\,m^2}$ this gives 14.897 at 300 K, where the sum is 15.235. The integral is 2.2\% too small, relative to the sum. At 60 K it gives 2.979 instead of 3.337, and the shortfall has grown to 10.7\%. The missing amount is close to $1/3$ in both cases, so it does not disappear as the temperature rises; it becomes small compared with a growing total.

A second difficulty arises when the two ends of the molecule are identical nuclei. Exchange symmetry then ties the nuclear-spin states that are symmetric under exchange to one parity of $J$ and the antisymmetric ones to the other, and the sums over even and odd $J$ are needed separately. The integral assigns $kT/(2B)$ to each. It cannot say whether the missing $1/3$ is shared equally, although the even sum starts with a term equal to 1 and the odd sum with $3e^{-2B/(kT)}$, which tends to 3 at high temperature. Both questions are settled by keeping what the integral discards.

\section{The sum and its small parameter}

The rotor is rigid, with moment of inertia $I$ and no electronic angular momentum about its axis. Its Hamiltonian is $\mathbf L^2/(2I)$, and $\mathbf L^2$ has eigenvalues $\hbar^2J(J+1)$, each with $2J+1$ orientations. Hence
\begin{equation}
E_J=BJ(J+1),\qquad B=\frac{\hbar^2}{2I},\qquad J=0,1,2,\dots
\end{equation}
Here $B$ is an energy. With $t=B/(kT)$, the partition function is
\begin{equation}
q=\sum_{J=0}^{\infty}(2J+1)e^{-tJ(J+1)}=q_e+q_o ,
\end{equation}
where $q_e$ and $q_o$ contain the even and the odd $J$. High temperature means $t\ll1$: many levels are then occupied and the summand changes little from one $J$ to the next, except in its linear rise from $J=0$.

Since $J(J+1)=(J+\tfrac12)^2-\tfrac14$, the natural variable is $u=J+\tfrac12$:
\begin{equation}
q=e^{t/4}\sum_{J=0}^{\infty}f(J+\tfrac12),\qquad f(u)=2u\,e^{-tu^2}.
\label{eq:centred}
\end{equation}
The function $f$ is odd in $u$, which removes half of the correction terms below.

\section{Euler--Maclaurin with a shifted start}

The Bernoulli polynomials are fixed by $B_0(x)=1$, $B_k'(x)=kB_{k-1}(x)$ and $\int_0^1B_k\,dx=0$ for $k\ge1$. They carry an argument and are not to be confused with the energy $B$. The polynomials $(-1)^kB_k(1-x)$ satisfy the same three conditions, so
\begin{equation}
B_k(1-x)=(-1)^kB_k(x).
\label{eq:reflection}
\end{equation}

Let $G$ be smooth on $y\ge0$ and vanish rapidly at infinity with its derivatives, and let $0<a<1$. Define $w_k(y)=B_k(\{y-a\})/k!$, where $\{\cdot\}$ is the fractional part. Then $w_k'=w_{k-1}$ away from the points $y=n+a$. At those points $w_1$ drops from $\tfrac12$ to $-\tfrac12$, while $w_k$ with $k\ge2$ is continuous because $B_k(1)-B_k(0)=k\int_0^1B_{k-1}dx=0$.

Integration by parts between successive jumps gives
\begin{equation}
\int_0^\infty w_1G'\,dy=-w_1(0)G(0)+\sum_{n=0}^\infty G(n+a)-\int_0^\infty G\,dy ,
\end{equation}
each jump contributing $G(n+a)$ times $\tfrac12-(-\tfrac12)=1$. For $k\ge1$ there are no further jumps:
\begin{equation}
\int_0^\infty w_kG^{(k)}dy=-w_{k+1}(0)G^{(k)}(0)-\int_0^\infty w_{k+1}G^{(k+1)}dy .
\end{equation}
Solving the first relation for the sum and using the second repeatedly produces boundary terms $(-1)^{k-1}w_k(0)G^{(k-1)}(0)$. Since $\{-a\}=1-a$, Eq.~\eqref{eq:reflection} gives $w_k(0)=(-1)^kB_k(a)/k!$, and the two signs combine to $-1$:
\begin{equation}
\sum_{n=0}^{\infty}G(n+a)=\int_0^\infty G\,dy-\sum_{k=1}^{p}\frac{B_k(a)}{k!}G^{(k-1)}(0)+R_p .
\label{eq:em}
\end{equation}
The remainder is $R_p=(-1)^{p-1}\int_0^\infty w_pG^{(p)}dy$, so
\begin{equation}
|R_p|\le\frac{\max_{[0,1]}|B_p|}{p!}\int_0^\infty|G^{(p)}|\,dy .
\end{equation}

All three rotor sums have the form $G(y)=f(sy)$, with step $s=1$ for all $J$ and $s=2$ for one parity. The integral is
\begin{equation}
\int_0^\infty f(sy)\,dy=\frac1s\int_0^\infty2u\,e^{-tu^2}du=\frac1{st}.
\end{equation}
The expansion $f(u)=2\sum_m(-t)^mu^{2m+1}/m!$ shows that the even derivatives vanish at the origin, while
\begin{equation}
G^{(2k-1)}(0)=s^{2k-1}\,\frac{2(2k-1)!}{(k-1)!}(-t)^{k-1}.
\end{equation}
Because $2(2k-1)!/(2k)!=1/k$, taking $p=2K$ in Eq.~\eqref{eq:em} yields
\begin{equation}
\sum_{n=0}^{\infty}f\bigl(s(n+a)\bigr)=\frac1{st}-\sum_{k=1}^{K}\frac{B_{2k}(a)}{k!}s^{2k-1}(-t)^{k-1}+R_{2K}.
\label{eq:master}
\end{equation}

The remainder must be of higher order for this to be an expansion. Write $f(u)=t^{-1/2}g(\sqrt t\,u)$ with $g(x)=2x\,e^{-x^2}$. Each derivative brings a factor $\sqrt t$, and the change of variable in the integral brings $1/\sqrt t$, so
\begin{equation}
\int_0^\infty|G^{(2K)}|dy=s^{2K-1}t^{K-1}\int_0^\infty|g^{(2K)}|dx .
\end{equation}
Thus $R_{2K}=O(t^{K-1})$, the order of the last term kept. To secure the series through $t^N$, choose $K=N+2$: the last term and the remainder are then both $O(t^{N+1})$. This works for every $N$. For $s=1$ and $K=3$ the bound is $|R_6|\le0.0117\,t^2$, which is a ceiling and not an estimate of the actual remainder.

\section{The correction to the classical result}

For all $J$, $s=1$ and $a=\tfrac12$. The required values are
\begin{equation}
B_2(\tfrac12)=-\tfrac1{12},\qquad B_4(\tfrac12)=\tfrac7{240},\qquad B_6(\tfrac12)=-\tfrac{31}{1344}.
\end{equation}
Inserted in Eq.~\eqref{eq:master}, they give
\begin{equation}
\sum_{J=0}^\infty f(J+\tfrac12)=\frac1t+\frac1{12}+\frac{7t}{480}+\frac{31t^2}{8064}+O(t^3).
\end{equation}
The prefactor in Eq.~\eqref{eq:centred} is $e^{t/4}=1+t/4+t^2/32+t^3/384+\cdots$. Its expansion is needed through $t^3$ because it multiplies $1/t$. Collecting powers,
\begin{align}
t^0:&\quad \tfrac14+\tfrac1{12}=\tfrac13,\\
t^1:&\quad \tfrac1{32}+\tfrac1{48}+\tfrac7{480}=\tfrac{15+10+7}{480}=\tfrac1{15},\\
t^2:&\quad \tfrac1{384}+\tfrac1{384}+\tfrac7{1920}+\tfrac{31}{8064}
=\tfrac{105+105+147+155}{40320}=\tfrac4{315}.
\end{align}
Therefore
\begin{equation}
\boxed{\,q=\frac{kT}{B}+\frac13+\frac{B}{15kT}+\frac{4}{315}\Bigl(\frac{B}{kT}\Bigr)^2+O\bigl(t^3\bigr)\,}
\label{eq:q}
\end{equation}

In the variable $u$ the first correction, $1/3$, splits into two parts: the shift of the energy by $-B/4$ contributes $1/4$, and the discreteness of the sum near $u=0$ contributes $1/12$. The split depends on where the integral starts. An integral over $J$ from $J=0$ gives exactly $1/t$, and the whole correction then comes from the endpoint terms, $\tfrac12-\tfrac16=\tfrac13$.

Its effect on the thermal energy follows from $U=-B\,d\ln q/dt$. Factoring out $1/t$,
\begin{equation}
\ln q=-\ln t+\ln\Bigl(1+\frac t3+\frac{t^2}{15}+\cdots\Bigr)=-\ln t+\frac t3+\frac{t^2}{90}+O(t^3),
\end{equation}
where $\tfrac1{15}-\tfrac12\cdot\tfrac19=\tfrac1{90}$. The series may be differentiated term by term: $t$-derivatives of $f$ are again powers of $t$ times fixed functions of $\sqrt t\,u$, so Eq.~\eqref{eq:em} applies to them with the differentiated boundary terms. Hence
\begin{equation}
U=kT-\frac B3-\frac{B^2}{45kT}+\cdots,\qquad
\frac{dU}{dT}=k\Bigl[1+\frac{t^2}{45}+O(t^3)\Bigr].
\end{equation}
At first order in $t$, the $1/3$ lowers the energy by the constant $B/3$, which does not affect the heat capacity. At second order it does enter, through the $-\tfrac1{18}$ in the coefficient $\tfrac1{90}$. The heat capacity approaches $k$ from above as the rotor is heated.

\section{Even and odd levels}

For even $J=2n$, $u=2n+\tfrac12=2(n+\tfrac14)$. For odd $J=2n+1$, $u=2(n+\tfrac34)$. Both sums follow from Eq.~\eqref{eq:master} with $s=2$, one with $a=\tfrac14$ and the other with $a=\tfrac34$. The parity enters through $B_{2k}(a)$ alone, and Eq.~\eqref{eq:reflection} gives
\begin{equation}
B_{2k}(\tfrac34)=B_{2k}(\tfrac14)\qquad\text{for every }k .
\end{equation}
The two power series are therefore identical. Since they add up to the series for $q$, each is half of it:
\begin{equation}
q_e,\ q_o\ \sim\ \frac1{2t}+\frac16+\frac t{30}+\frac{2t^2}{315}+\cdots
\label{eq:half}
\end{equation}

The unequal starting terms are compensated by unequal starting points. This can be seen at order $t^0$ by using the ordinary endpoint form of the formula with step 2 and $F(J)=(2J+1)e^{-tJ(J+1)}$. Starting at $J_0$, it reads $\tfrac12\int_{J_0}^\infty F\,dJ+\tfrac12F(J_0)-\tfrac16F'(J_0)+\cdots$, and the omitted terms are $O(t)$. As $t\to0$, $F'(J_0)\to2$, and the integral is $e^{-tJ_0(J_0+1)}/t$. Then
\begin{align}
\text{even }(J_0=0):&\quad \frac1{2t}+\frac12-\frac13=\frac1{2t}+\frac16,\\
\text{odd }(J_0=1):&\quad \Bigl(\frac1{2t}-1\Bigr)+\frac32-\frac13=\frac1{2t}+\frac16 .
\end{align}
The odd sum gains 1 from its larger first term and loses 1 because its integral starts later.

\section{The difference beyond all orders}

Equal power series do not make the sums equal. Their difference is
\begin{equation}
\Delta=q_e-q_o=\sum_{J=0}^\infty(-1)^J(2J+1)e^{-tJ(J+1)} .
\end{equation}
Under $J\to-J-1$ the exponent is unchanged, while $2J+1$ and $(-1)^J$ both change sign. Their product is unchanged, so the sum over all integers is twice the sum over $J\ge0$:
\begin{equation}
\Delta=e^{t/4}\sum_{J=-\infty}^{\infty}(-1)^J(J+\tfrac12)e^{-t(J+1/2)^2}.
\end{equation}
There is no longer an endpoint. For $q$ itself this extension is impossible: without the factor $(-1)^J$ the terms at $J$ and $-J-1$ cancel.

For a smooth, rapidly decaying $h$, the function $\sum_Jh(x+J)$ has period 1. Its Fourier series evaluated at $x=0$ is the Poisson formula
\begin{equation}
\sum_Jh(J)=\sum_m\int_{-\infty}^{\infty}h(x)e^{-2\pi imx}dx .
\end{equation}
Take $h(x)=e^{i\pi x}(x+\tfrac12)e^{-t(x+1/2)^2}$ and put $u=x+\tfrac12$, $\omega_m=(1-2m)\pi$. The $m$-th integral is
\begin{equation}
e^{-i\omega_m/2}\int_{-\infty}^{\infty}u\,e^{-tu^2}e^{i\omega_mu}du=e^{-i\omega_m/2}\,i\,S(\omega_m),
\end{equation}
with $S(\omega)=\int u\,e^{-tu^2}\sin\omega u\,du$, because the cosine part is odd and vanishes. The phase is $e^{-i\omega_m/2}=-i(-1)^m$, so the integral equals $(-1)^mS(\omega_m)$.

To find $S$, let $C(\omega)=\int e^{-tu^2}\cos\omega u\,du$. Differentiation gives $C'=-S$, and integration by parts gives $S=\omega C/(2t)$. Hence $C'=-\omega C/(2t)$, and with $C(0)=\sqrt{\pi/t}$,
\begin{equation}
S(\omega)=\frac{\omega}{2t}\sqrt{\frac\pi t}\;e^{-\omega^2/(4t)} .
\end{equation}
The terms $m=-k$ and $m=k+1$ have frequencies $\pm(2k+1)\pi$ and opposite signs $(-1)^m$. Since $S$ is odd, they contribute equally. Adding them for $k=0,1,2,\dots$ gives
\begin{equation}
\boxed{\,\Delta=e^{t/4}\Bigl(\frac\pi t\Bigr)^{3/2}\sum_{k=0}^{\infty}(-1)^k(2k+1)\,e^{-(2k+1)^2\pi^2/(4t)}\,}
\label{eq:delta}
\end{equation}
This holds for every $t>0$. For small $t$ the first term dominates; the second is smaller by a factor $3e^{-2\pi^2/t}$, about $10^{-8}$ even at $t=1$. For any $N$, $t^{-N}\Delta\to0$ as $t\to0$, because the exponential in $1/t$ outweighs every power of $1/t$. This is the sense in which the even and odd sums agree beyond all orders: no term of the power series can detect their difference, and the difference is not zero.

The exponent has a simple origin. The alternating sign selects the Fourier components of $u\,e^{-tu^2}$ at odd multiples of $\pi$, and at high temperature those at $\pm\pi$ dominate. This function varies on the scale $t^{-1/2}$, which is wide at high temperature, and its Fourier transform is a Gaussian in $\omega$, times $\omega$, with a width proportional to $\sqrt t$. The fixed wavenumber $\pi$ then lies far out in the tail, where the component is exponentially small. Width alone would not suffice. The equally wide function $u\,e^{-\sqrt t|u|}$, whose second derivative jumps at $u=0$, has a component at $\pi$ that falls only as $\sqrt t$.

If even and odd levels carry nuclear-spin weights $g_e$ and $g_o$, substituting $q_e=(q+\Delta)/2$ and $q_o=(q-\Delta)/2$ gives
\begin{equation}
g_eq_e+g_oq_o=\tfrac12(g_e+g_o)\,q+\tfrac12(g_e-g_o)\,\Delta .
\end{equation}
Dropping the last term amounts to division by a symmetry number of 2. When one parity is allowed, the error of that division relative to $q/2$ has magnitude $\Delta/q$. With $q\approx e^{t/4}/t$ and the first term of Eq.~\eqref{eq:delta},
\begin{equation}
\frac{\Delta}{q}\approx\frac{\pi^{3/2}}{\sqrt t}\,e^{-\pi^2/(4t)} .
\label{eq:imbalance}
\end{equation}

\section{A model rotor at three temperatures}

The rotor of the opening section has
\begin{equation}
B=\frac{\hbar^2}{2I}=2.780\times10^{-22}\ \mathrm J,\qquad \frac Bk=20.14\ \mathrm K .
\end{equation}
It is a model; its moment of inertia is a chosen round value, and it is strictly rigid. In a real molecule centrifugal distortion adds $-DJ^2(J+1)^2$ to the levels. With $D/B=5\times10^{-5}$, a size typical of light hydrides, $q$ at 300 K rises by about 0.15\%, five times the term $t/15$, so the finer comparisons below test the mathematics of the rigid rotor and not the accuracy attainable for a molecule. The full set of values is in the numerical output.

At 300 K, $t=20.14/300=0.0671$, and the three-term formula gives
\begin{equation}
14.8975+0.3333+0.0045=15.2353 .
\end{equation}
The direct sum exceeds it by $5.8\times10^{-5}$, about 4 parts in $10^6$ of $q$. The next term, $4t^2/315=5.7\times10^{-5}$, accounts for nearly all of this. The even and odd sums are both 7.61766 and differ by $3.5\times10^{-14}$. Division by 2 is here far more accurate than the formula being divided.

At 60 K, $t=0.3356$. The formula gives $2.9795+0.3333+0.0224=3.3352$, against a direct sum of 3.3368, an error of 0.05\% of $q$. The leading exponential is
\begin{equation}
\Delta\approx e^{0.0839}\Bigl(\frac{\pi}{0.3356}\Bigr)^{3/2}e^{-7.352}=0.0200,
\end{equation}
in agreement with the direct difference $1.6784-1.6584=0.0200$. Half of the three-term formula is 1.6676. The even sum lies 0.0108 above it and the odd sum 0.0092 below. In these deviations the exponential part is $\pm\Delta/2=\pm0.0100$, and the omitted powers of $t$ supply the common $+0.0008$. The exponentially small term is already larger than the algebraic error.

At 20 K, $t=1.007$, and the expansion has no small parameter. The three-term formula nevertheless gives 1.394 against 1.412, an error of 1.3\% of $q$. Halving it fails badly: the result is 0.697, while the even sum is 1.012 and the odd sum is 0.400. A good value of $q$ therefore does not justify dividing it by 2. At still lower temperature the formula for $q$ fails too. As $t\to\infty$ the sums tend to $q_e\to1$ and $q_o\to3e^{-2t}$, whereas the term $t/15$ grows without limit.

The temperature at which $\Delta/q=1\%$ separates the two regimes for the partition function itself, at that tolerance. The direct sums give
\begin{equation}
kT=2.75\,B,\qquad T=55.5\ \mathrm K,
\end{equation}
and the estimate~\eqref{eq:imbalance} gives $2.77\,B$, or 55.8 K. The estimate is slightly high because it omits from $q$ the factor $1+t/12$, about 1.03 here, and so overstates the imbalance by 3\%. Its logarithmic slope, $d\ln(\Delta/q)/d\ln t\approx\pi^2/(4t)-\tfrac12\approx6.3$, turns this into a temperature shift of about 0.5\%, as found. By the same slope, halving the tolerance raises the threshold temperature by about a tenth, since $\ln2/6.3\approx0.11$. The imbalance is 0.6\% at 60 K and of order $10^{-15}$ at 300 K. Temperature derivatives are much more sensitive, because each brings a factor of order $\pi^2/(4t)$. At 55.5 K the heat capacity is $1.26k$ for even $J$ alone and $0.74k$ for odd $J$ alone, against $1.00k$ for all $J$; agreement to 1\% in the heat capacity requires $kT\approx4.7\,B$, about 96 K.

\section*{Computed results}
\begin{verbatim}
moment of inertia I = 2.0e-47 kg m^2
rotational constant B = 2.7803e-22 J
rotational temperature B/k = 20.138 K
remainder constant C in |R_6| <= C t^2 (all J) = 0.0117
--- T = 300 K
t = B/(kT) = 0.067126
classical term kT/B = 14.897459
third term B/(15kT) = 0.004475
three-term formula = 15.235268
direct sum q = 15.235326
direct minus formula = 5.820e-05
next term 4t^2/315 = 5.722e-05
half of three-term formula = 7.617634
even-J sum = 7.617663
odd-J sum = 7.617663
even minus odd, direct = 3.5390e-14
even minus odd, leading exponential = 3.5390e-14
--- T = 60 K
t = B/(kT) = 0.335628
classical term kT/B = 2.979492
third term B/(15kT) = 0.022375
three-term formula = 3.335200
direct sum q = 3.336769
direct minus formula = 1.568e-03
next term 4t^2/315 = 1.430e-03
half of three-term formula = 1.667600
even-J sum = 1.678375
odd-J sum = 1.658394
even minus odd, direct = 1.9981e-02
even minus odd, leading exponential = 1.9981e-02
--- T = 20 K
t = B/(kT) = 1.006883
classical term kT/B = 0.993164
third term B/(15kT) = 0.067126
three-term formula = 1.393623
direct sum q = 1.412387
direct minus formula = 1.876e-02
next term 4t^2/315 = 1.287e-02
half of three-term formula = 0.696811
even-J sum = 1.011892
odd-J sum = 0.400495
even minus odd, direct = 6.1140e-01
even minus odd, leading exponential = 6.1140e-01
--- relative imbalance (even-odd)/q = 0.01
kT/B there, direct sums = 2.7547
kT/B there, estimate = 2.7687
temperature there, direct sums = 55.47 K
temperature there, estimate = 55.75 K
\end{verbatim}
